The Thermoelectric Field in an Ion's Measured Heat of Transport

**Q.** A metal bar contains a dilute interstitial ion. One end is hot, the other cold, and no current flows. The effective valence Z* describes how a current moves the ion. Why should it matter here?

**A.** Because zero current does not mean zero field. Take the charge unit e > 0 and let the electrons have electrochemical potential μ̃_e = μ_c − eφ, with μ_c the chemical part and φ the electrostatic potential. The field that drives a current in a wire is

𝓔 = ∇μ̃_e/e = E + ∇μ_c/e, E = −∇φ.

I call 𝓔 the emf field. In a homogeneous metal with conductivity σ and absolute Seebeck coefficient S,

j = σ(𝓔 − S∇T).

Setting j = 0 gives 𝓔 = S∇T. Heat pushes electrons along the bar, and a field builds up until their net flow stops. The ion sits in that field.

**Q.** Then multiply the field by an ionic charge and be done. What is there to derive?

**A.** Three things: which charge, which field, and what "the rest" of the thermal force means once this piece is split off. All three are fixed by writing the entropy production first.

Let J_A be the ion number flux measured against the lattice, J_n the electron number flux and J_s the entropy flux. The ion has bare valence z. In a steady state, energy and both kinds of particle are conserved. The energy flux is TJ_s + μ̃_A J_A + μ̃_e J_n, and its divergence vanishes:

T∇·J_s + J_s·∇T + J_A·∇μ̃_A + J_n·∇μ̃_e = 0.

The entropy leaving a unit volume, ∇·J_s, is the entropy produced there, P. Hence

TP = −J_s·∇T − J_A·∇μ̃_A − J_n·∇μ̃_e.

The electric current is j = zeJ_A − eJ_n, so J_n = zJ_A − j/e. Inserting this,

TP = −J_s·∇T − J_A·∇μ_A + j·𝓔, μ_A = μ̃_A + zμ̃_e.

The quantity μ_A belongs to the ion together with its neutralizing electrons, so it contains no electrostatic potential. At uniform pressure it varies through composition and temperature:

∇μ_A = (∇μ_A)_T − s_A∇T, s_A = −∂μ_A/∂T.

Define the heat flux J_q = T(J_s − s_A J_A). The two terms in ∇T then combine, and

TP = J_A·X_i + j·𝓔 + J_q·X_q,

X_i = −(∇μ_A)_T, X_q = −∇T/T.

The bare valence z has disappeared from the force list. The field conjugate to the total current is 𝓔, not E.

**Q.** So where does Z* enter, if not through z?

**A.** Through the response. Take an isotropic metal without a magnetic field, close enough to equilibrium for linear laws. The fluxes are

J_A = L_ii(X_i + Z*e𝓔 + Q_0X_q),

j = Z*eL_ii X_i + σ𝓔 + σST X_q,

J_q = Q_0L_ii X_i + σST𝓔 + L_qq X_q.

Each coefficient has a defining experiment.

- With T uniform and 𝓔 = 0, Fick's law holds, J_A = −D∇c. For a dilute solute (∇μ_A)_T = kT∇c/c, so L_ii = Dc/(kT).
- With T and c uniform, J_A = (Dc/kT)Z*e𝓔. This is isothermal electromigration. Z* is signed and contains both the direct electrostatic force and the momentum given to the ion by the electron wind.
- With X_i = 0, the second line must be j = σ(𝓔 − S∇T). Since −S∇T = STX_q, the last coefficient there is σST.
- Q_0 is the heat of transport at zero emf field. The force it describes is Q_0X_q = −Q_0∇T/T, so a positive value drives ions toward the cold end.

Onsager symmetry supplies the equal off-diagonal coefficients.

**Q.** Now open the circuit, and keep everything. The ion carries charge too, so "no current" cannot mean that the electrons alone obey 𝓔 = S∇T.

**A.** Correct. Setting the total current to zero in the second law gives

𝓔 = −STX_q − (Z*eL_ii/σ)X_i.

The first term is S∇T. The second arises because a diffusing ion drags a current that the field must cancel. Put this into the ion flux:

J_A = L_ii{X_i − [(Z*e)²L_ii/σ]X_i + Q_0X_q − Z*eSTX_q}

J_A = L_ii[(1 − ε)X_i + (Q_0 − Z*eST)X_q],

ε = (Z*e)²L_ii/σ = (Z*e)²Dc/(kTσ).

The measurement waits until the ion flux also vanishes and reads the heat of transport from X_i = −Q_meas X_q. Therefore

Q_meas = (Q_0 − Z*eST)/(1 − ε).

For ε ≪ 1, the usual situation when electrons carry nearly all the charge,

Q_meas = Q_0 − Z*eST.

The thermoelectric-field contribution is −Z*eST. Its sign can be traced in one line: the extra force is Z*e𝓔 = Z*eS∇T, while a heat of transport Q is defined by the force −Q∇T/T.

**Q.** How do I know that the small denominator is right, if it is invisible in practice?

**A.** Make it visible. Take Z* = −5, S = −12 µV/K, Q_0 = 0.30 eV and T = 1500 K, and choose an artificially low conductivity so that ε = 0.20. The numerator is

0.30 − (−5)(−12×10⁻⁶)(1500) = 0.30 − 0.09 = 0.21 eV,

and division by 0.80 gives 0.2625 eV. A numerical solution of the two conditions J_A = 0 and j = 0 gives the same value.

There is a second way to read this case. Let S′ be the ratio 𝓔/∇T found in the final steady state. The condition J_A = 0 alone says

X_i = −Z*e𝓔 − Q_0X_q = −(Q_0 − Z*eS′T)X_q,

because 𝓔 = S′∇T = −S′TX_q. So with S′ in place of S there is no denominator, within linear response. In the same strong-coupling case S′ is −5.00 µV/K, and 0.30 − 5×5×10⁻⁶×1500 = 0.2625 eV again.

**Q.** "Heat of transport" ought to be a heat. Does the electric term have that meaning, or is it merely a force with units of energy?

**A.** It is a heat. Make T uniform, keep j = 0, and push ions with X_i. Now 𝓔 = −(Z*eL_ii/σ)X_i, so

J_A = L_ii(1 − ε)X_i,

J_q = Q_0L_iiX_i + σST𝓔 = L_ii(Q_0 − Z*eST)X_i.

The ratio J_q/J_A is Q_meas. At zero emf field, each moving ion would be accompanied by a charge transport Z*e. The open circuit forbids this, so to leading order a return current −Z*eJ_A flows, carrying the Peltier heat ST per unit charge. That heat is the term −Z*eST.

**Q.** An experiment sees concentrations, not forces. What is the profile?

**A.** With a dilute solute, X_i = −kT∇ln c. The steady condition X_i = −Q_meas X_q = Q_meas∇T/T becomes

d ln c/dT = −Q_meas/(kT²).

Suppose Q_0, Z* and S are constant between T_c and T_h. Integrating from the cold to the hot end,

ln(c_c/c_h) = (Q_0/k)(1/T_c − 1/T_h) − (Z*eS/k) ln(T_h/T_c).

An experimenter who assumes a constant heat of transport divides k ln(c_c/c_h) by (1/T_c − 1/T_h), and obtains

Q_app = Q_0 − Z*eST_m,

T_m = ln(T_h/T_c)/(1/T_c − 1/T_h).

So the field term is evaluated at a definite mean temperature.

**Q.** Give me numbers, and tell me which are invented.

**A.** The inputs are round model values: ends at 1400 and 1600 K, length 5 mm, Z* = −5, S = −12 µV/K, Q_0 = 0.30 eV. The gradient is 40 K/mm, so

𝓔 = (−12×10⁻⁶ V/K)(4×10⁴ K/m) = −0.48 V/m.

The field points from hot to cold. Since Z* is negative, it pushes the ion toward the hot end, against the force −Q_0∇T/T. At the 1500 K midpoint the field contribution is −0.0900 eV, or −8.7 kJ/mol, which leaves Q_meas = 0.210 eV, or 20.3 kJ/mol.

For the two-end measurement, T_m = ln(1600/1400)/(1/1400 − 1/1600) ≈ 1496 K, and Q_app = 0.2103 eV. The cold-to-hot concentration ratio is 1.243. With Q_0 held fixed and the field force removed, it would be 1.365.

The change can be checked by hand. Across 200 K the emf is −2.4 mV, so the field does work 5×2.4 = 12 meV on an ion moved to the hot end. Compared with kT = 129 meV this is 0.093, and e^0.093 ≈ 1.10, the ratio of 1.365 to 1.243.

**Q.** That uses the same differential equation twice. Can an ion that merely hops reproduce it?

**A.** Consider a closed row of 201 sites spanning the same temperatures. Each jump has a barrier B = 1.5 eV. In this model an energy Q_0 is drawn at the temperature of the starting site, and B − Q_0 at the temperature T_s midway. The field does work Z*eSΔT on a jump from site a to the hotter site b, half of it before the saddle point. In the steady state, forward and backward flows balance on each link:

c_b/c_a = exp[Q_0/(kT_b) − Q_0/(kT_a) + Z*eSΔT/(kT_s)].

The midway part of the barrier cancels because both jump directions share it. For a small temperature step this gives

d ln c/dT = −Q_0/(kT²) + Z*eS/(kT) = −(Q_0 − Z*eST)/(kT²).

Solving the rate equations for the whole row gives Q_app = 0.21027 eV, equal to the two-end formula at the printed precision. This tests the passage from force to profile. It does not test the value of S, which is an input to the row.

**Q.** My main doubt is about Q_0. Part of Z* is electron wind. At open circuit there is no net electron flow, so there should be no wind. Yet your term contains the full Z*.

**A.** The full Z* is right, but Q_0 is then not a property of the lattice alone. At 𝓔 = 0 a temperature gradient still drives electrons, and they strike the ion. Their force is in Q_0. It can cancel much of the wind part of −Z*eST.

**Q.** "Can" is not a derivation. Show the cancellation.

**A.** Use a parabolic band. Let u be the electron energy, v the speed, m the mass and g(u) the density of states. Host scattering sets the relaxation time τ ∝ u^r, and the ion at rest has a transport cross-section s ∝ u^q. Write μ for the chemical part μ_c. The local Fermi function f₀ changes along the bar by

v·∇f₀ = (−∂f₀/∂u) v·[∇μ + (u − μ)∇T/T],

and the electrostatic force −eE adds (−∂f₀/∂u)eE·v. These sum to −δf/τ in a steady state. Since eE + ∇μ = e𝓔,

δf = −τ(−∂f₀/∂u) v·[e𝓔 + (u − μ)∇T/T].

The current is −e times the sum of vδf over states. Averaging over directions gives a factor 1/3:

j = e²K_0𝓔 + eK_1∇T/T,

K_n = ∫ g τ(v²/3)(u − μ)ⁿ(−∂f₀/∂u) du.

Comparison with j = σ(𝓔 − S∇T) gives S = −K_1/(eTK_0).

For the force on the ion, each electron in the incident flux is weighted by s and by its momentum, an extra factor s·mv compared with the particle flux. Hence

F = −W_0e𝓔 − W_1∇T/T,

where W_n is K_n with smv inserted in the integrand. The first term defines the wind valence Z_w = −W_0. The second is a heat of transport W_1 present at zero emf field.

**Q.** And the integrals?

**A.** The factor −∂f₀/∂u is a narrow peak at μ with second moment (π²/3)(kT)². For a smooth weight Φ ∝ u^p, expand Φ about μ. To leading order in kT/μ, the integral with one factor (u − μ), divided by the integral without it, is

(π²/3)(kT)²Φ′(μ)/Φ(μ) = p(π²/3)(kT)²/μ.

With g ∝ u^(1/2) and v² ∝ u, the weight in K has p = r + 3/2. The extra sv raises it to p = r + q + 2 in W. So

S = −(π²/3)(k²T/eμ)(r + 3/2),

W_1 = −Z_w(π²/3)[(kT)²/μ](r + q + 2).

The wind part of the field contribution is

−Z_weST = +Z_w(π²/3)[(kT)²/μ](r + 3/2).

Adding the last two lines gives the total wind contribution at open circuit:

Q_wind = −Z_w(π²/3)[(kT)²/μ](q + 1/2).

The host exponent r has cancelled at this order in kT/μ. At q = −1/2 the total vanishes, and for a reason that needs no expansion: sv is then independent of energy, so the wind force is proportional to the particle flux, which is zero. Your intuition is correct in that case. For other q, fast and slow electrons can have zero net flux but still deliver net momentum to the ion.

**Q.** How large is the remainder for a reasonable choice?

**A.** Take μ = 8 eV, r = 3/2, q = −1, Z_w = −6 and T = 1500 K. Direct integration gives S = −13.7 µV/K, close to the −12 µV/K assumed above. The thermal wind contributes +0.103 eV, the wind part of the field term −0.124 eV, and their total is −0.021 eV. The leading-order formula gives the same total to that precision.

So if someone calculates a purely lattice heat of transport and adds −Z*eST, the wind is counted wrongly. In this model the omitted thermal wind is 0.10 eV, as large as the correction itself. I have treated only the wind here, not the direct force, and a free-electron band is a poor guide to a transition metal.

**Q.** Would it matter if I used the electrostatic field E instead of 𝓔?

**A.** Yes, unless Q_0 is redefined to match. In the same free-electron model, at fixed electron density, dμ_c/dT = −2.29 µeV/K. Hence E/∇T = −13.72 + 2.29 = −11.43 µV/K. With Z* = −5 and Q_0 kept unchanged, the substitution would shift the field term by 5×2.29×10⁻⁶×1500 ≈ 0.017 eV. This small figure depends on holding the density fixed. If the electron gas expands with the metal at a volume coefficient of 2.4×10⁻⁵ K⁻¹, then μ_c ∝ n^(2/3), measured from the band bottom, adds −(2/3)(8 eV)(2.4×10⁻⁵ K⁻¹) = −128 µeV/K, and the shift in this model becomes nearly 1 eV. The physical force has not changed; a piece has been moved between two terms without being entered in the second.

**Q.** My voltmeter will give me S, at least.

**A.** It gives the difference between the bar and its leads, if both leads are of one metal and meet the meter at one temperature. Suppose S_lead = −5 µV/K. The reading corresponds to −12 + 5 = −7 µV/K. Using that as S would give a field contribution of −0.0525 eV in place of −0.0900 eV, an error of +0.0375 eV. The lead thermopower must be added back.

**Q.** Can Q_0 itself be reached by experiment?

**A.** In principle, by passing the current that makes 𝓔 zero. From j = σ(𝓔 − S∇T), this is j = −σS∇T. A single current can do this at every point only if σS∇T is uniform along the bar; otherwise it makes 𝓔 zero only on average. With a resistivity of 60 µΩ cm,

j = (12×10⁻⁶)(4×10⁴)/(6×10⁻⁷) = 8×10⁵ A/m² = 80 A/cm²,

directed from cold to hot. The steady profile then yields Q_0, provided that the temperature profile is held the same despite the heat the current releases. Merely joining the ends with a wire does not ensure 𝓔 = 0, since the wire has its own resistance and thermopower.

**Q.** What have you neglected in the example?

**A.** First, the ion's own current. With D = 10⁻⁶ cm²/s and c = 10²⁰ cm⁻³, ε is about 2×10⁻⁷. It would matter in a mixed conductor with few electrons and mobile ions.

Second, Z* and S vary with temperature. Let the wind valence be −6 at 1500 K and vary as 1/T, add a constant direct valence +1, and let S ∝ T, with Q_0 fixed. The local heat of transport then runs from 0.215 eV at the cold end to 0.205 eV at the hot end, against 0.216 to 0.204 eV with constant Z* and S, and Q_app moves only from 0.21027 to 0.21024 eV. The small change in Q_app is partly due to the comparison: both versions agree at 1500 K, and T_m lies only about 4 K away.

Third, ions block sites. If the metal has 6×10²² interstitial sites per cm³, 0.17 % are occupied. The dilute law kT∇ln c then acquires a factor 1/(1 − 0.0017), a relative effect of about 0.2 % on the inferred Q.

Fourth, the metal expands. If c is counted per volume instead of per metal atom, expansion alone dilutes the hot end and adds kT²α_V to the inferred Q, where α_V is the volume expansion coefficient. For α_V = 2.4×10⁻⁵ K⁻¹ this is about 0.005 eV, or 2 %. Counting solute per metal atom avoids it.

**Q.** Does any of this resemble a real part?

**A.** The regime is that of carbon, nitrogen or oxygen in a hot refractory-metal component, although the Z* and Q_0 used here are not data for any particular solute and metal. Resistivities of some tens of µΩ cm and thermopowers of order 10 µV/K are reasonable rough magnitudes there, but S may have either sign, and so may Z*; the field term changes sign with either. The solute must also stay dissolved along the whole bar, since a carbide, nitride or oxide precipitating at the cold end removes the dilute law. With S = +12 µV/K and the other inputs fixed, the field term becomes +0.09 eV and Q_meas rises to 0.39 eV. The gradient of 40 K/mm is steep; it does not enter Q_app, which depends on the end temperatures. One assumption that a real part may break is that of a closed specimen. If the solute instead equilibrates at each point with a surrounding gas that has the local temperature and a uniform pressure, so that c ∝ exp(−H/kT) with H the heat of solution per dissolved atom, the same analysis returns −H, which need bear no relation to 0.21 eV.

Patience is also required. For constant D and closed ends, the slowest deviation decays with time constant L²/(π²D), here 7.0 hours, so a steady profile takes several times that. With a 1.5 eV barrier D changes by a factor 4.7 between the ends, and for D = 10⁻⁶ cm²/s at 1500 K the time constant becomes 7.6 hours.

**Q.** And where does the formula itself stop?

**A.** It needs zero current at each point, not merely at the terminals. A bar with uneven composition and a sideways temperature gradient can have circulating currents inside it, and then 𝓔 = S∇T fails locally. A substitutional solute moving by vacancies needs another term, because the vacancy concentration also follows the temperature. For an interstitial ion in a uniform metal, the data needed are Z*, the absolute S, and a Q_0 defined at zero emf field. The numerical output below lists the values of these three used in the example.

Values computed for the example and the checks

```
INPUTS
cold end, hot end, midpoint: 1400, 1600, 1500 K
length: 5.0 mm; gradient: 40.0 K/mm
effective valence Z*: -5.0; Seebeck S: -12.0 uV/K
Q_0 at zero emf field: 0.300 eV
D: 1.0e-06 cm2/s; concentration: 1.0e+20 cm^-3
resistivity: 60.0 uohm cm
interstitial site density: 6.0e+22 cm^-3
MAIN RESULT
open-circuit emf field: -480.0 mV/m
field contribution -Z*eST at midpoint: -0.0900 eV
  the same: -8.68 kJ/mol
Q_meas at midpoint: 0.2100 eV = 20.26 kJ/mol
mean temperature T_m of two-end law: 1495.55 K
two-end Q_app, formula: 0.21027 eV
two-end Q_app, hopping chain: 0.21027 eV
line-fit Q, hopping chain: 0.21022 eV
cold/hot concentration ratio with field: 1.2434
cold/hot concentration ratio without field: 1.3646
STRONG-COUPLING TEST OF THE THREE-FLUX LAWS
eps: 0.20; steady-state Q: 0.2625 eV
heat per ion at uniform T: 0.2625 eV
steady-state Seebeck ratio: -5.00 uV/K
FREE-ELECTRON WIND MODEL AT MIDPOINT TEMPERATURE
mu: 8.0 eV; r: 1.5; q: -1.0; Z_wind: -6.0
kT: 0.1293 eV; kT/mu: 0.0162
Seebeck, integrated: -13.72 uV/K
Seebeck, leading order: -13.74 uV/K
d(mu_c)/dT at fixed density: -2.29 ueV/K
electrostatic field / grad T: -11.43 uV/K
thermal wind part of Q_0: 0.1029 eV
field part -Z_wind e S T: -0.1235 eV
open-circuit wind total, integrated: -0.0206 eV
open-circuit wind total, leading order: -0.0206 eV
NEGLECTED EFFECTS AND PRACTICE
eps from the ion's own current: 1.9e-07
direct valence assumed: 1.0
Q_app with Z*(T) and S(T) varying: 0.21024 eV
local Q at cold, hot end: 0.2149, 0.2053 eV
site blocking, occupied fraction: 0.17 %
current density for zero emf field: 80.0 A/cm2
lead thermopower assumed: -5.0 uV/K
error in field part if leads are ignored: 0.0375 eV
settling time L^2/(pi^2 D): 7.0 h
```
